# The Born cavity model of the transport gap in a dielectric, part 2

How far does a surrounding medium lower a molecule's transport gap $E_t=\mathrm{IP}-\mathrm{EA}$? Here IP is the ionization potential, EA is the electron affinity, and the two ions formed are infinitely far apart.

In the Born model, each ion is a spherical charge $q=\pm1$ (in units of $e$) in an empty spherical cavity of radius $R$. Outside is a uniform linear medium of relative permittivity $\varepsilon$. The medium stabilizes each ion by $P$, and the gap falls by $\Delta=2P$:

$$P=\left(1-\frac1\varepsilon\right)\frac{K}{2R},\qquad \Delta=\left(1-\frac1\varepsilon\right)\frac KR,\qquad K=\frac{e^2}{4\pi\varepsilon_0}.$$

For numbers, $K=1.440$ eV nm. The algebra uses atomic units, with $e=1$, $4\pi\varepsilon_0=1$ and hence $K=1$. In these units, if the cation and anion have different cavity radii $R_+$ and $R_-$,

$$\Delta=\left(1-\frac1\varepsilon\right)\frac12\left(\frac1{R_+}+\frac1{R_-}\right).$$

If the medium ends at radius $L$, with vacuum beyond, the stabilization of each ion is

$$P(L)=\frac12\left(1-\frac1\varepsilon\right)\int_R^L\frac{dr}{r^2}=\frac12\left(1-\frac1\varepsilon\right)\left(\frac1R-\frac1L\right).$$

The missing fraction is $R/L$, so the distant medium matters.

The example is a C$_{60}$ film, with rough inputs: gas-phase IP 7.6 eV and EA 2.7 eV, $\varepsilon=4.0$, and distance $d=1.0$ nm between molecular centres. Touching spheres give $R=d/2=0.50$ nm. Then $P=1.08$ eV, and the gap falls by 2.16 eV, from 4.9 eV to 2.74 eV. For unlimited $\varepsilon$ the lowering would be 2.88 eV.

A numerical solution of Poisson's equation agreed with the Born energy. That tests the electrostatics, but not whether a cavity describes a molecular solid, which is the doubt taken up next.

Q: That is my main doubt. You chose $R$. Could you have chosen another value?

A: Certainly. At fixed $\varepsilon$ the lowering is proportional to $1/R$, so a small relative increase in $R$ reduces it by about the same relative amount. Another reasonable choice gives the cavity the volume that one molecule occupies. In a face-centred cubic crystal the cube edge is $\sqrt2\,d$ and the cube holds four molecules, so the number density is

$$n=\frac{4}{(\sqrt2\,d)^3}=\frac{\sqrt2}{d^3}.$$

Setting $4\pi R^3/3=1/n$ gives

$$R=d\left(\frac{3}{4\pi\sqrt2}\right)^{1/3}=0.553\ \text{nm}.$$

The lowering becomes 1.95 eV, which is 0.21 eV less than with touching spheres. If instead the cation keeps 0.50 nm and the anion, with its extra electron, is given 0.55 nm, the lowering is 2.06 eV. Even the first decimal of the gap is therefore uncertain.

Q: Both choices still use a continuum that begins half a nanometre from the ion's centre. The nearest neighbour is centred a full nanometre away. How can a bulk permittivity mean anything there?

A: It is doubtful there, and the size of the error can be estimated by replacing the continuum with separate molecules. Put a unit charge on one site of the face-centred cubic lattice and a polarizable point on each of the others. The field of the charge at site $i$ is $\mathbf E_i$. A dipole $\boldsymbol\mu_j$ at site $j$ produces the field $T_{ij}\boldsymbol\mu_j$ at site $i$. With polarizability $\alpha$ the energy is

$$U=\sum_i\frac{\mu_i^2}{2\alpha}-\sum_i\boldsymbol\mu_i\cdot\mathbf E_i-\frac12\sum_{i\neq j}\boldsymbol\mu_i\cdot T_{ij}\boldsymbol\mu_j.$$

The terms are the cost of polarizing each molecule, the attraction to the charge, and the interaction among the dipoles, in which the half prevents double counting. The dipoles settle where $U$ is stationary:

$$\frac{\boldsymbol\mu_i}{\alpha}-\sum_{j\neq i}T_{ij}\boldsymbol\mu_j=\mathbf E_i.$$

Multiply by $\boldsymbol\mu_i/2$ and sum over $i$. The first and third terms of $U$ together equal $\tfrac12\sum_i\boldsymbol\mu_i\cdot\mathbf E_i$, and hence

$$U=-\frac12\sum_i\boldsymbol\mu_i\cdot\mathbf E_i.$$

The factor one half of the Born energy has returned for the same reason: the response is linear.

Q: You need $\alpha$. If you adjust it to reproduce the Born result, you have shown nothing.

A: It is fixed by the bulk permittivity, through the Clausius–Mossotti relation for a cubic lattice of point dipoles,

$$\frac{\varepsilon-1}{\varepsilon+2}=\frac{4\pi}{3}n\alpha.$$

For $\varepsilon=4$ the left side is $1/2$. No cavity radius enters. The equations were solved for six roughly spherical clusters, with 176 to 958 molecules around the ion.

Q: A finite cluster lacks the distant medium, and you told me that this matters.

A: It does, and it provides a test. Assign each cluster the radius $L$ of a sphere with the same volume. The formula for $P(L)$ predicts that the stabilization falls linearly with $1/L$, with a slope of magnitude $(1-1/\varepsilon)K/2$. The fitted slope was 0.975 times this prediction at $\varepsilon=2$ and 0.957 times at $\varepsilon=4$. The test allowed a deviation of 15 percent, because the clusters are small and consist of separate molecules, while the formula describes a smooth sphere. So separate molecules reproduce the Born coefficient for the distant part of the medium to within about 5 percent in these two cases.

Q: And the near part?

A: There the lattice disagrees with the touching-sphere cavity. When the Born contribution from beyond $L$ is added to each cluster at $\varepsilon=4$, the six estimates of the gap lowering lie within 0.007 eV of one another. Their mean is 1.64 eV, compared with 2.16 eV from the continuum. The estimates drift slowly downward with cluster size, and the limit for the infinite lattice is 1.635 eV, about 0.005 eV below the mean. The lattice value is lower by 0.52 eV, or 24 percent of the continuum value. To reproduce it, the Born formula would need

$$R=\frac{0.75\times1.440\ \text{eV nm}}{1.64\ \text{eV}}=0.66\ \text{nm},$$

which is larger than both geometrical choices.

Q: Why so large?

A: I can offer a conjecture. In the continuum with $R=0.50$ nm, the region between $R$ and $2R=1.0$ nm supplies 0.54 eV of the 1.08 eV for each ion. In the lattice there is no polarizable point closer than 1.0 nm. The dipoles at and beyond that distance have to make up for the missing region, and they seem to do so incompletely. I have not separated the contributions, so this remains a plausible reading.

Nor is the lattice the final word. A real C$_{60}$ molecule is about as wide as the distance to its neighbour, and its response is spread over the whole cage, whereas here it is concentrated at a point. The omission probably makes the lattice stabilization too small. An isolated conducting sphere with the same polarizability has a radius $a=\alpha^{1/3}=0.44$ nm, and it attracts a charge at $r=1.0$ nm more strongly than the point dipole does, by the factor $1/(1-a^2/r^2)=1.24$. The 0.52 eV indicates how sensitive the result is to the description of the medium near the ion. It should not be used as a correction of known accuracy.

Q: Suppose I accept the lowering. When light creates an electron and a hole on neighbouring molecules, is the gap we have computed the energy required?

A: No. The transport gap refers to ions that are infinitely far apart. Outside its cavity a cation has the potential $K/(\varepsilon r)$ per elementary charge. An anion at a distance $r$ much greater than $R$ is therefore attracted with energy

$$E_{\rm pair}=\frac{K}{\varepsilon r},$$

and the pair costs less than $E_t$ by this amount. The expression neglects the disturbance that each cavity causes in the other ion's field. At $r=1.0$ nm the cavities touch, so the value $1.440/(4.0\times1.0)=0.36$ eV is an estimate of size.

Q: How far apart must they be before I may call them free?

A: A useful measure is the distance at which the attraction equals the thermal energy. At 300 K, $k_BT=0.0259$ eV, and

$$r=\frac{K}{\varepsilon k_BT}=\frac{1.440\ \text{eV nm}}{4.0\times0.0259\ \text{eV}}=13.9\ \text{nm}.$$

This is about fourteen molecular spacings. A higher permittivity helps twice: it lowers the cost of separate ions, and it shortens the range of their attraction.

Q: In a crystal the carriers do not sit on one molecule. They form bands. Where are those?

A: They are absent from the model. Suppose the hole and electron levels each broaden into a band of width $w$ centred on the level of the localized ion. The highest hole state then lies $w/2$ above its level, and the lowest electron state lies $w/2$ below its own. The gap between the band edges is smaller by $w/2+w/2=w$. For a rough width of 0.5 eV for each band, this is a further lowering of 0.5 eV.

The estimate assumes that the polarization follows the carrier fully as it moves, so that $P$ keeps its value. It also assumes that the band is centred on the level, which lattice geometry does not guarantee. A single orbital with nearest-neighbour hopping on the face-centred cubic lattice has its band edges at $3w/4$ on one side of the level and $w/4$ on the other. Depending on the signs of the hopping, the lowering for $w=0.5$ eV then lies between 0.25 and 0.75 eV.

Q: Which permittivity did you use? The nuclei can respond as well as the electrons.

A: I used the fast, electronic permittivity. It is appropriate to a vertical gap, in which the charge changes while the nuclei stay in place. If the nuclei of the medium then relax, the static value applies. With a rough static value of 4.4 and the cavity held at 0.50 nm,

$$2.88\ \text{eV}\times\left(\frac1{4.0}-\frac1{4.4}\right)=0.065\ \text{eV}.$$

This is the further lowering. It is small here because the two permittivities are close. In a medium with mobile polar groups the difference could be large, and one would have to specify which gap is meant. The change of shape of the ion itself is a separate effect, which is not estimated here.

Q: Experiments that remove or add electrons often probe the top layers of a film. There is no medium above them.

A: Then part of the stabilization is lost. Consider an ion at depth $h$ below a flat surface with vacuum above. Together with the bound charge on its cavity wall, the ion acts in the medium as a charge $q/\varepsilon$. At a point of the surface a distance $s$ from the foot of the perpendicular, its field towards the vacuum is

$$E_0=\frac{q}{\varepsilon}\,\frac{h}{(s^2+h^2)^{3/2}}.$$

Let the surface carry a bound charge density $\sigma$. A flat sheet has no normal field from its other parts at a given point, so the jump comes from the local density: $-2\pi\sigma$ below and $+2\pi\sigma$ above, counted towards the vacuum. Continuity of the normal displacement gives

$$\varepsilon(E_0-2\pi\sigma)=E_0+2\pi\sigma\quad\Rightarrow\quad\sigma=\frac{\varepsilon-1}{\varepsilon+1}\,\frac{E_0}{2\pi}.$$

This density has the same sign as $q$, so the surface repels the ion. The potential of the sheet at the ion is

$$\int_0^\infty\frac{2\pi s\,\sigma\,ds}{\sqrt{s^2+h^2}}=\frac{\varepsilon-1}{\varepsilon+1}\,\frac{qh}{\varepsilon}\int_0^\infty\frac{s\,ds}{(s^2+h^2)^2}=\frac{(\varepsilon-1)\,q}{2\varepsilon(\varepsilon+1)h},$$

because the last integral is $1/(2h^2)$. Half the charge times this potential is the energy:

$$\Delta E_s=\frac{(\varepsilon-1)K}{4\varepsilon(\varepsilon+1)h}\qquad(q^2=1).$$

For $\varepsilon=4$ and $h=0.50$ nm this is 0.108 eV. It applies to both ions, so the gap is wider by 0.22 eV than in the bulk. At this depth the cavity touches the surface, and the formula is a leading estimate. The depth is also a choice. If the surface is placed half a layer spacing above the top molecules, $h$ is 0.41 nm for the close-packed face and 0.35 nm for the cube face, and the gap is wider by about 0.26 and 0.3 eV.

Q: Put it together for a real film. Should I believe 2.74 eV?

A: Believe that the lowering is about 2 eV, and treat the rest with caution. The inputs are rough values, chosen to be typical of a C$_{60}$ film. Measured gaps of such films run roughly from 2 to 3.5 eV, depending on whether one takes the onsets or the peaks of the spectra. The model value falls within that range, which is too wide to confirm the model.

Of the effects estimated here, and with the bands taken as centred on their levels, the two largest are the molecular structure of the medium near the ion and the formation of bands. Replacing the continuum by the point lattice raises the gap by 0.52 eV, to about 3.3 eV. Band formation, with the rough width used here and each band centred on its level, lowers it by 0.5 eV. These two changes nearly cancel for these numbers, and I know of no reason in the model why they should. A surface adds roughly 0.2 to 0.3 eV for the top layer, slow response removes 0.065 eV, and the thermal energy of 0.026 eV is smaller still. Disorder and electrodes have not been estimated.

Q: What if the molecule is long and flat, as many organic semiconductors are?

A: Then one radius cannot describe its shape, and such crystals also have a permittivity that depends on direction. The Born formula can still show the trend: among similar molecules with similar cavities, a larger $\varepsilon$ gives a larger lowering of the gap, and at fixed $\varepsilon$ an ion that needs a larger cavity is stabilized less. For a value good to a few tenths of an electronvolt, the neighbours have to be treated as molecules.

The main values are in the numerical output below.

## Numbers as computed

```
Coefficient e^2/(4 pi epsilon0): 1.4400 eV nm
Same coefficient: 14.400 eV angstrom
Gas ionization potential (rough input): 7.6 eV
Gas electron affinity (rough input): 2.7 eV
Fast relative permittivity (rough input): 4.0
Centre distance (rough input): 1.00 nm
Cavity radius, half the centre distance: 0.50 nm
Stabilization of each ion, Born formula: 1.080 eV
Stabilization of each ion, Poisson solver: 1.080 eV
Ionization potential in medium: 6.520 eV
Electron affinity in medium: 3.780 eV
Gas transport gap: 4.900 eV
Lowering of transport gap: 2.160 eV
Transport gap in medium: 2.740 eV
Transport gap from solved ion energies: 2.740 eV
Gap lowering at permittivity 2: 1.440 eV
Gap lowering, infinite permittivity: 2.880 eV
Ion stabilization if medium ends at 2R: 0.540 eV
Equal-volume cavity radius: 0.553 nm
Gap lowering with equal-volume radius: 1.954 eV
Larger anion cavity radius: 0.55 nm
Gap lowering with larger anion cavity: 2.062 eV
Molecules around the ion, smallest and largest cluster: 176 958
Cluster slope / Born slope, permittivity 2: 0.975
Cluster slope / Born slope, permittivity 4: 0.957
Gap lowering, polarizable-point lattice: 1.640 eV
Spread of that lowering over clusters: 0.0066 eV
Born radius that reproduces the lattice: 0.658 nm
Lattice minus continuum gap lowering: -0.519 eV
Width of each band (rough input): 0.5 eV
Further gap lowering by the two bands: 0.500 eV
Static relative permittivity (rough input): 4.4
Further gap lowering by slow response: 0.065 eV
Depth of ion below surface: 0.50 nm
Gap increase near surface, both ions: 0.216 eV
Temperature: 300 K
Thermal energy: 0.0259 eV
Pair attraction at the centre distance: 0.360 eV
Distance where pair attraction equals thermal energy: 13.9 nm
```
